\section*{Return times of a random walker on a finite periodic lattice}

\section*{Setting}

A walker moves on a periodic lattice with $L\ge 3$ sites along each of $d$ directions, $N=L^d$ sites in all. At each step it jumps to one of its $2d$ nearest neighbours, each with probability $1/(2d)$. Write $p(\mathbf r)$ for the probability of a jump by $\mathbf r$. The walker starts on a marked site $0$, and $R\ge1$ is the number of steps to its first return. For any other site $x$, $H_x$ is the number of steps a walker starting at $x$ needs to reach $0$, and $T_x=E[H_x]$. By convention $H_0=T_0=0$.

\section*{Part (a): the mean}

\textbf{Question.} Show that $E[R]$ is finite and find it. Which properties of the jumps does the result need?

\textbf{Answer.} Every site is joined to $0$ by a path of fewer than $N$ jumps. From anywhere, the chance of hitting $0$ within $N$ steps is therefore at least $\varepsilon=(2d)^{-N}>0$. The chance of missing it for $jN$ steps is at most $(1-\varepsilon)^j$, which decays geometrically, so all moments of $H_x$ and $R$ are finite.

Now separate off the first step. It costs one unit and leads from $x$ to $y$ with probability $p(y-x)$:
\begin{align}
T_x&=1+\sum_y p(y-x)\,T_y \qquad (x\neq0),\\
E[R]&=1+\sum_y p(y)\,T_y .
\end{align}
Add these $N$ equations, one for each starting site. On the right, $T_y$ is multiplied by $\sum_x p(y-x)=1$, because the same jump probabilities apply at every site. Hence
\begin{equation}
E[R]+\sum_{x\ne0}T_x=N+\sum_yT_y .
\end{equation}
Since $T_0=0$, the two sums are equal and finite, and they cancel:
\begin{equation}
\boxed{E[R]=N.}
\end{equation}

The dimension never entered. The proof used identical jump probabilities at all sites and a connected lattice; it did not use the absence of bias. If the lattice splits into disconnected parts, $N$ must be replaced by the size of the walker's own part: on a ring of 12 sites with jumps of two sites, the mean is 6. If $L$ is even, every return takes an even number of steps, but the mean is still $N$.

\section*{Part (b): the variance}

\textbf{Question.} Express the variance of $R$ through the Fourier transform $\lambda_{\mathbf k}=\sum_{\mathbf r}p(\mathbf r)e^{i\mathbf k\cdot\mathbf r}$ of the jump probabilities.

\textbf{Answer.} Let $M_x=E[H_x^2]$. After a first step to $y$ the total is $1+H_y$, and $(1+H_y)^2=1+2H_y+H_y^2$. Thus, for $x\ne0$,
\begin{equation}
M_x=1+2\sum_yp(y-x)T_y+\sum_yp(y-x)M_y .
\end{equation}
For $x=0$ the left side is $E[R^2]$. Summing over all starting sites as before, the $M$ terms cancel and
\begin{equation}
E[R^2]=N+2\sum_xT_x .
\end{equation}

To find the remaining sum, combine the first-step equations into one. For $x\neq0$, $T_x-\sum_yp(y-x)T_y=1$. For $x=0$ the same expression is $0-(E[R]-1)=1-N$. Therefore
\begin{equation}
T_x-\sum_yp(y-x)T_y=1-N\delta_{x,0}.
\end{equation}
Multiply by $e^{-i\mathbf k\cdot x}$ and sum over $x$, with $\hat T_{\mathbf k}=\sum_xT_xe^{-i\mathbf k\cdot x}$. Putting $x=y-\mathbf r$ in the second term gives $\lambda_{\mathbf k}\hat T_{\mathbf k}$, so
\begin{equation}
(1-\lambda_{\mathbf k})\hat T_{\mathbf k}=N\delta_{\mathbf k,0}-N .
\end{equation}
Here $\lambda_{\mathbf k}=d^{-1}\sum_i\cos k_i$, which equals 1 only at $\mathbf k=0$. For $\mathbf k\ne0$ we may divide: $\hat T_{\mathbf k}=-N/(1-\lambda_{\mathbf k})$. The missing component follows from $T_0=N^{-1}\sum_{\mathbf k}\hat T_{\mathbf k}=0$:
\begin{equation}
\sum_xT_x=\hat T_0=NW,\qquad W=\sum_{\mathbf k\ne0}\frac1{1-\lambda_{\mathbf k}} .
\end{equation}
Subtracting the squared mean,
\begin{equation}
\operatorname{Var}R=N+2NW-N^2 .
\end{equation}
Dimension enters here, through $W$.

\section*{Part (c): dependence on dimension}

\textbf{Question.} Find how the ratio of standard deviation to mean, $\sigma/N$, behaves for large $N$ in one, two and three dimensions.

\textbf{Answer.} \emph{Ring.} The first-step equation is $T_{x+1}-2T_x+T_{x-1}=-2$ with $T_0=T_N=0$, solved by $T_x=x(N-x)$. Then
\begin{equation}
NW=\sum_{x=1}^{N-1}x(N-x)=\frac{N^2(N-1)}2-\frac{N(N-1)(2N-1)}6=\frac{N(N^2-1)}6 ,
\end{equation}
and
\begin{equation}
\sigma^2=N+\frac{N(N^2-1)}3-N^2=\frac{N(N-1)(N-2)}3,\qquad \frac{\sigma}{N}\simeq\sqrt{\frac N3}.
\end{equation}

\emph{Plane.} At small $k$, $1-\lambda_{\mathbf k}\simeq k^2/4$. The allowed wavevectors have density $N/(4\pi^2)$ and start at $k\sim2\pi/L$. To leading order
\begin{equation}
W\simeq\frac N{4\pi^2}\int_{\sim1/L}^{\sim1}\frac4{k^2}\,2\pi k\,dk\simeq\frac{2N}\pi\ln L=\frac N\pi\ln N ,
\end{equation}
so $\sigma/N\simeq\sqrt{(2/\pi)\ln N}$, with corrections of order one under the root.

\emph{Cubic lattice.} Now $1-\lambda_{\mathbf k}\simeq k^2/6$, and the volume element $4\pi k^2dk$ removes the singularity. Hence $W/N$ tends to a finite integral. With $1/(1-\lambda)=\int_0^\infty e^{-t(1-\lambda)}dt$ and $\int_{-\pi}^{\pi}e^{(t/3)\cos k}dk/2\pi=I_0(t/3)$ for each direction,
\begin{equation}
\frac WN\to u=\int_0^\infty e^{-t}\,I_0(t/3)^3\,dt=1.516,\qquad \frac\sigma N\to\sqrt{2u-1}=1.426 .
\end{equation}

\section*{Part (d): how different distributions share one mean}

\textbf{Question.} For even $n=2m<N$, find the probability that a walker on the ring has not returned after $n$ steps. Use it, with the data below for $N=729$, to explain how the means can agree.

\begin{center}
\begin{tabular}{lccc}
 & row & plane & block\\
side $L$ & 729 & 27 & 9\\
$P(R=2)$ & 0.500 & 0.250 & 0.167\\
median (least $n$ with $P(R\le n)\ge1/2$) & 2 & 28 & 376\\
$P(R>N)$ & 0.0296 & 0.277 & 0.351\\
share of mean from $R>N$ & 0.970 & 0.919 & 0.832\\
$\sigma/N$ & 15.56 & 1.89 & 1.32
\end{tabular}
\end{center}

\textbf{Answer.} In fewer than $N$ steps the walker cannot go round the ring, so it may be treated as walking on an infinite line. Let $A_n(s)$ be the number of $n$-step paths with displacement $s$. Count the paths that step first to $+1$, stay positive and end at $2r$. Of the $A_{2m-1}(2r-1)$ paths from $1$ to $2r$, those touching $0$ correspond, by reflecting the part before the first touch, to all paths from $-1$ to $2r$. There are $A_{2m-1}(2r+1)$ of these. The sum over $r\geq1$ telescopes:
\begin{equation}
\sum_{r\ge1}\left[A_{2m-1}(2r-1)-A_{2m-1}(2r+1)\right]=A_{2m-1}(1)=\binom{2m-1}{m}.
\end{equation}
Negative paths double this, and $2\binom{2m-1}m=\binom{2m}m$. Thus
\begin{equation}
P(R>2m)=\binom{2m}m2^{-2m}\simeq\frac1{\sqrt{\pi m}} .
\end{equation}
At $2m=728$ this is $0.0296$.

So about 97\% of walkers on the row return within $N$ steps (50\% of all walkers at step 2), while the remaining 3\% supply 97\% of the mean. Their own mean return time is $0.9705\times729/0.02956\approx2.4\times10^4$ steps. The same quotient gives about 2420 steps in the plane and 1730 in the block. Going from row to block, excursions longer than $N$ steps become more frequent but shorter on average, and their balance with the quick returns is fixed by part (a).

The late returns in the block have a simple form. The jump matrix among the unmarked sites is symmetric, so $P(R>n)$ is a weighted sum of powers of its eigenvalues, and the largest eigenvalue governs late times: $P(R>n)\simeq Ae^{-n/\theta}$. For the block $A=0.729$ and $\theta=998$ steps. At $n=729$ this gives $0.729\,e^{-0.730}=0.351$, as in the table. Since $E[R]=\sum_{n\ge0}P(R>n)$, this one exponential contributes about $A\theta=727$ of the 729 steps. On the row the corresponding product is only 591, so other eigenvalues matter.

\section*{Part (e): from steps to seconds}

\textbf{Question.} An oxygen vacancy hops in the fluorite-type oxide scale on Ce, where the oxygen sites form a simple cubic lattice. Take a barrier of 0.6 eV, an attempt frequency $\nu=10^{13}\,\mathrm{s^{-1}}$ per neighbour and 600 K. Find the mean return time for the three geometries of part (d), at the same jump rate $\Gamma$ to each neighbour.

\textbf{Answer.} Each neighbour has an independent exponential clock of rate $\Gamma$. No clock has rung by time $t$ with probability $e^{-2d\Gamma t}$, so the mean stay is $\tau=1/(2d\Gamma)$. The $n$th stay occurs if $R\ge n$, which is decided before that stay begins. The mean time from arrival to next arrival is therefore
\begin{equation}
\tau\sum_{n\ge1}P(R\ge n)=\tau E[R]=\frac N{2d\,\Gamma}.
\end{equation}
With $k_BT=0.0517$ eV, $\Gamma=\nu e^{-0.6/0.0517}=9.12\times10^7\,\mathrm{s^{-1}}$. In the block $\tau=1.83$ ns, and the mean return time is $729\times1.83\ \mathrm{ns}=1.33\ \mu\mathrm s$. The plane gives $2.00\ \mu$s and the row $3.99\ \mu$s. Equal mean step numbers are not equal mean times when $\Gamma$ is held fixed, because a site with fewer neighbours is left more slowly.

\section*{Part (f): when the sites are not equivalent}

\textbf{Question.} Let each bond carry a weight $w_{xy}=w_{yx}$, and let the jump probability from $x$ to $y$ be $w_{xy}/c_x$ with $c_x=\sum_yw_{xy}$. Find $E[R]$. Apply it to the block when (i) the marked site binds the vacancy by $E_b=0.2$ eV, with the saddle points around it lowered by $E_b/2$; (ii) closed walls replace the periodic boundaries. What does a uniform field do?

\textbf{Answer.} Multiply the first-step equation for $x$ by $c_x$ and sum:
\begin{equation}
c_0E[R]+\sum_{x\ne0}c_xT_x=\sum_xc_x+\sum_y\Big(\sum_xw_{xy}\Big)T_y .
\end{equation}
By symmetry the bracket is $c_y$, so the $T$ terms cancel and $E[R]=\sum_xc_x/c_0$. Equal $c_x$ restore $E[R]=N$.

(i) The barrier into the marked site is lowered by $E_b/2$. Its six bonds have weight $w=e^{E_b/2k_BT}=6.92$, all others weight 1. Then $c_0=6w$, six neighbours have $c=5+w$, and $N-7$ sites have $c=6$:
\begin{equation}
E[R]=\frac{6w+6(5+w)+6(N-7)}{6w}=2+\frac{N-2}w=2+\frac{727}{6.92}=107 .
\end{equation}
For $w\to\infty$ the mean tends to 2: one step out and one back. The change comes from the lowered saddle points. The energy of a site multiplies all jump rates out of it by the same factor, which cancels in the jump probabilities. Binding with unchanged saddle points would therefore leave the mean at 729 steps and alter only the times.

(ii) With walls, $c_x$ is the number of neighbours. There are $3\times9^2\times8=1944$ bonds, so $\sum_xc_x=3888$. The mean is $3888/6=648$ steps for the central site and $3888/3=1296$ for a corner.

A uniform field leaves all sites equivalent, so the mean stays at 729. This describes a long crystal with a marked site repeated in every block. For charge $2e$, spacing 0.27 nm and 0.1 MV/cm along a lattice axis, the energy drop per jump along the field is 5.4 meV, or $0.104\,k_BT$. In the block $\sigma$ hardly changes, from 960 to 959 steps. On the row it falls from 11\,341 to 3064 steps. There the mean drift is $\tanh(0.104/2)=0.052$ sites per step, which carries the walker round in about $1.4\times10^4$ steps, well before the field-free tail, with its decay time of $1.1\times10^5$ steps, has died out.

\textbf{The real oxide.} The barrier, attempt frequency and spacing are rough typical values, and the row and plane are idealized confinements. With symmetric bond weights the step count equals $N$ only when $c_0$ equals the average of the $c_x$. This holds for equivalent sites, and also for unequal site energies with common saddle points, but not for unequal saddle points in general: lowering the saddle points around the marked site alone, as in (i), cuts the mean number of steps by a factor of 6.8. This is not a model of a dopant cation, which has eight nearest oxygen sites in a fluorite oxide and can bind the vacancy at several of them; the factor then depends on the saddle-point energies throughout the block and on which site is marked. One vacancy per block is 0.14\% of the oxygen sites. A strongly reduced oxide holds many more, and then vacancies interact and the marked site is also visited by others, which this model omits. The time scale also depends on the barrier height, which the step count on equivalent sites does not: an error of 0.1 eV changes the time by a factor of 6.9. Tunnelling matters much less. Its lowest-order correction multiplies the jump rate by $1+(h\nu_b/k_BT)^2/24$, where $\nu_b$ is the frequency set by the curvature at the top of the barrier. If $\nu_b$ is taken equal to $\nu$, then $h\nu_b/k_BT=0.80$ and the rate rises by about 3\%. The attempt period is about $5\times10^{-5}$ of the mean stay, which supports treating successive jumps as independent. Further values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
Inputs: spacing 0.27 nm, barrier 0.6 eV, T 600.0 K
Attempt frequency per neighbour: 1.0e+13 1/s
kT: 0.05170 eV; jump rate per neighbour: 9.1248e+07 1/s
Sites N: 729; one vacancy per block: 0.137 % of sites
Edge of 9x9x9 block: 2.43 nm
Means for 64 sites, d=1,2,3 (steps): 64.000000 64.000000 64.000000
Ring of 12, jumps of two sites, mean: 6.000000 steps
d=1, side 729: mean return 729.00000 steps
  W 88573.333; W/N 121.49977; sum of T_x 6.456996e+07 steps
  standard deviation 11340.60 steps; over mean 15.5564
  P(R=2) 0.50000; P(R<=10) 0.75391; median 2 steps
  P(R>N) 0.02956; share of mean from R>N 0.97048
  slow tail: amplitude 0.00549, decay 107692.13 steps, product 590.91 steps
  mean stay 5.4796 ns; mean return time 3.9946 us
d=2, side 27: mean return 729.00000 steps
  W 1671.668; W/N 2.29310; sum of T_x 1.218646e+06 steps
  standard deviation 1380.79 steps; over mean 1.8941
  P(R=2) 0.25000; P(R<=10) 0.42076; median 28 steps
  P(R>N) 0.27665; share of mean from R>N 0.91886
  slow tail: amplitude 0.42567, decay 1691.77 steps, product 720.14 steps
  mean stay 2.7398 ns; mean return time 1.9973 us
d=3, side 9: mean return 729.00000 steps
  W 996.004; W/N 1.36626; sum of T_x 7.260870e+05 steps
  standard deviation 959.93 steps; over mean 1.3168
  P(R=2) 0.16667; P(R<=10) 0.25277; median 376 steps
  P(R>N) 0.35101; share of mean from R>N 0.83193
  slow tail: amplitude 0.72854, decay 998.31 steps, product 727.31 steps
  mean stay 1.8265 ns; mean return time 1.3315 us
Plane: slope of W/N against ln N 0.318316; 1/pi 0.318310
Cubic: limit u of W/N, integral 1.51639, lattice 1.51638
Cubic: limit of std/mean 1.4258
Clock simulation, 125 sites: 20.628 +- 0.178, expected 20.833 (1/Gamma)
Field 0.1 MV/cm, charge 2e: 5.40 meV per jump; over kT 0.1044
  with field, d=1: mean 729.00000 steps, standard deviation 3063.92 steps
  with field, d=3: mean 729.00000 steps, standard deviation 959.05 steps
Attraction 0.2 eV: w 6.9177; mean 107.092 steps
Closed walls: mean 648.000 steps (centre), 1296.000 steps (corner)
Tunnelling: lowest-order rate increase 2.67 %
Jump memory: attempt period over mean stay (d=3) 5.47e-05
Barrier off by 0.1 eV: time changes by factor 6.918
\end{verbatim}
